# Density of a two-valley silicon subband from Shubnikov-de Haas oscillations

## Problem

A thin sheet of donors in silicon, a delta-doped layer, binds electrons into subbands that are free to move in the (001) plane. With a magnetic field $B$ normal to the layer, the resistance at low temperature oscillates periodically in $1/B$, with frequency $F=50$ T. Here $F$ is the number of periods per unit of $1/B$, not an angular frequency.

The oscillation comes from one subband. Its electrons have two spin states and occupy two equivalent valleys, those whose long axes are normal to the layer. Neither the spins nor the valleys appear as separate frequencies. What is the electron density of this subband?

## A tempting solution

The frequency fixes the radius of the Fermi circle through $F=\hbar k_F^2/(2e)$, where $e>0$ is the elementary charge. Hence

$$k_F=\sqrt{\frac{2eF}{\hbar}}=0.3898\ \text{nm}^{-1}.$$

A two-dimensional electron gas has density $k_F^2/(2\pi)$, so

$$n=\frac{(0.3898\ \text{nm}^{-1})^2}{2\pi}=0.02418\ \text{nm}^{-2}=2.418\times10^{12}\ \text{cm}^{-2}.$$

## Where it fails

The Fermi radius is right. The fault is in the second formula. In a large square of side $L$, allowed wave vectors are spaced by $2\pi/L$ in each direction, so each occupies an area $(2\pi/L)^2$. One branch, meaning one spin in one valley, therefore has density

$$\frac{1}{L^2}\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{k_F^2}{4\pi}.$$

The expression $k_F^2/(2\pi)$ is twice this: it counts two spins but one valley. The frequency cannot reveal the omission, because it measures the size of one Fermi circle and not the number of identical circles. The number of valleys has to be supplied separately.

## Right solution

**Landau levels.** Take a parabolic band of in-plane mass $m$ and the vector potential $\mathbf A=(0,Bx)$. For an electron of charge $-e$,

$$H=\frac{p_x^2+(p_y+eBx)^2}{2m}.$$

Since $H$ does not contain $y$, we may set $p_y=\hbar k$. Then

$$H=\frac{p_x^2}{2m}+\frac{m\omega_c^2}{2}(x-x_k)^2,\qquad \omega_c=\frac{eB}{m},\qquad x_k=-\frac{\hbar k}{eB}.$$

This is a harmonic oscillator, with energies $E_j=(j+\tfrac12)\hbar\omega_c$, $j=0,1,2,\dots$, measured from the subband bottom.

**States per level.** The centre $x_k$ must lie inside the sample, so $k$ covers a range $eBL/\hbar$. Its values are spaced by $2\pi/L$. Apart from edge corrections, each level holds

$$\frac{eBL/\hbar}{2\pi/L}=\frac{eB}{h}L^2$$

states per branch, or $eB/h$ per unit area. Diagonalizing a lattice model threaded by 24 flux quanta tested this count: each of the three lowest levels held 24 states.

**Frequency.** The resistance follows the density of states at the Fermi energy $E_F$, which peaks when a level crosses $E_F$:

$$\left(j+\tfrac12\right)\frac{\hbar eB_j}{m}=E_F
\quad\Longrightarrow\quad
\frac1{B_j}=\left(j+\tfrac12\right)\frac{\hbar e}{mE_F}.$$

Successive values differ by $1/F$, so $F=mE_F/(\hbar e)$. Inserting $E_F=\hbar^2k_F^2/(2m)$ gives $F=\hbar k_F^2/(2e)$, the relation used above. The mass has cancelled.

**Density.** With $g_s$ spins and $g_v$ valleys there are $g_sg_v$ equal circles, and $k_F^2=2eF/\hbar$. Therefore

$$n=g_sg_v\frac{k_F^2}{4\pi}=g_sg_v\frac{2eF}{4\pi\hbar}=g_sg_v\frac{eF}{h},$$

where the last step uses $h=2\pi\hbar$. For $g_s=g_v=2$,

$$n=4\times(2.418\times10^{10}\ \text{cm}^{-2}\,\text{T}^{-1})\times50\ \text{T}
=4.836\times10^{12}\ \text{cm}^{-2}.$$

The subband density is about $4.8\times10^{12}$ cm$^{-2}$, or $4.8\times10^{16}$ m$^{-2}$. An error of 1 T in $F$ changes it by $0.097\times10^{12}$ cm$^{-2}$, which is 2 percent.

**The same result at fixed density.** The derivation held $E_F$ fixed, whereas a layer may instead keep its density fixed. For sharp levels at zero temperature, with spin and valley splittings neglected, $j$ levels are full when $n=j\,g_sg_v\,eB/h$. Thus $1/B=j\,g_sg_v\,e/(hn)$, and the period is again $1/F$ with $F=hn/(g_sg_ve)$. At 10 T, $F/B=5$: five levels are full, each holding four times $eB/h$.

## Why a split spin still counts

The field separates the spins by the Zeeman energy $g^*\mu_BB$, where $\mu_B=e\hbar/(2m_e)$. One might therefore want to set $g_s=1$. The crossing condition for the two spins is

$$\left(j+\tfrac12\right)\hbar\omega_c\pm\tfrac12g^*\mu_BB=E_F.$$

Divide by $\hbar\omega_c=\hbar eB/m$. The field cancels from the spin term:

$$j+\tfrac12=\frac FB\mp\frac{g^*m}{4m_e}.$$

The two series are displaced by a constant phase but have the same frequency. Both belong in the density. If the spin peaks become separately visible, the period must be read between peaks of the same spin. The size of the displacement holds at fixed $E_F$. At fixed density, well-resolved spin peaks occur when each spin level is half full, at $F/B=j+\tfrac14$ and $j+\tfrac34$. They are then evenly spaced, and counting every peak gives $2F$, which goes with $g_s=1$. This pattern needs the valleys to stay unresolved. A valley splitting of 1 meV, as used below, is comparable with the Zeeman energy of 1.16 meV at 10 T. Levels narrow enough to resolve the spins then resolve the valleys too, and three or four peaks appear per period. At 10 T the two inner levels are only 0.16 meV apart, so three is the usual count near that field.

In the fundamental oscillation the phases are $2\pi F/B\mp\phi$, with $\phi=\pi g^*m/(2m_e)$. Since $\cos(\theta-\phi)+\cos(\theta+\phi)=2\cos\theta\cos\phi$, spin changes the amplitude by $\cos\phi$. For $g^*=2$ and $m=0.19\,m_e$ this factor is 0.827.

## When the valleys are split

Suppose the valleys are separated by an energy $\Delta$ that does not depend on $B$. Their Fermi energies, measured from their own bottoms, are $E_F\pm\Delta/2$. Their frequencies now differ:

$$F_\pm=\frac{m}{\hbar e}\left(E_F\pm\frac\Delta2\right)=F\pm\frac{m\Delta}{2\hbar e}.$$

For $\Delta=1$ meV the separation is 1.64 T. A sweep from 6 to 18 T has a length in $1/B$ whose inverse is 9 T, a rough measure of frequency resolution. The pair then appears as one oscillation at the mean frequency, and $g_v=2$ is appropriate.

The half-difference of the two phases is $\pi m\Delta/(\hbar eB)=\pi\Delta/(\hbar\omega_c)$, so the amplitude acquires the factor $\cos[\pi\Delta/(\hbar\omega_c)]$. Its first zero on lowering the field is at $\hbar\omega_c=2\Delta$, here 3.28 T, below the sweep. A separation under 9 T does not by itself guarantee a clean single oscillation. For $\Delta$ above about 1.8 meV, a separation of 3 T, this zero enters the sweep and the oscillation changes sign across it. For $\Delta=3$ meV the spacing of the maxima then suggests about 55 T instead of 50 T if a very weak maximum beside the zero is counted, and about 44 T if it is missed. A Fourier transform shows peaks near both values.

If the frequencies are resolved and both branches are occupied, each has $g_v=1$:

$$n=g_s\frac eh(F_++F_-).$$

For $\Delta=15$ meV and the same total density, the formula gives 37.7 and 62.3 T. Their sum is 100 T, so the density is unchanged. If instead the measured 50 T belongs to a single resolved valley, that branch holds $2.4\times10^{12}$ cm$^{-2}$. The tempting calculation is correct for that different case.

## Can the oscillation be seen?

Take $m=0.19\,m_e$, a temperature of 4.2 K and a quantum mobility $\mu_q=1000$ cm²/Vs, which describes the broadening of the levels. The Fermi energy is 30.5 meV. At 10 T the level spacing is $W=\hbar\omega_c=6.09$ meV.

Well above the subband bottom, the sharp levels form a periodic comb with the Fourier series

$$\sum_j\delta\!\left(E-(j+\tfrac12)W\right)
=\frac1W\left[1+2\sum_{s\ge1}(-1)^s\cos\frac{2\pi sE}{W}\right].$$

Keep $s=1$ and write $q=2\pi/W$. Averaging $\cos qE$ over a Gaussian energy spread $\sigma$ multiplies it by $e^{-q^2\sigma^2/2}$. The model takes $\sigma=W/\sqrt{2\pi\mu_qB}$, so this factor is $e^{-\pi/(\mu_qB)}$, with $\mu_q$ in m²/Vs.

Temperature averages the cosine over $-\partial f/\partial E$, where $f$ is the Fermi function. With $u=(E-E_F)/k_BT$, $a=qk_BT$ and $t=1/(1+e^{-u})$, the factor is

$$\int_{-\infty}^{\infty}\frac{e^{iau}e^u}{(1+e^u)^2}\,du
=\int_0^1t^{ia}(1-t)^{-ia}\,dt
=\Gamma(1+ia)\Gamma(1-ia)=\frac{\pi a}{\sinh\pi a}.$$

At 10 T the disorder, thermal, spin and 1 meV valley factors are 0.0432, 0.803, 0.827 and 0.870. Their product is 0.025. With the prefactor 2, the density of states of this subband oscillates by about 5 percent of its own mean. A resistance proportional to the square of the density of states would oscillate by twice this fraction. Any other filled subband dilutes these figures. Disorder is the strongest damping, and it grows rapidly at lower fields.

These factors assume that the Fermi level moves little. A noise-free simulation filled the broadened levels at fixed density and solved for the Fermi level at each field. It contained this subband alone. Between 6 and 8 T its signal differed from the product formula by about 2 percent of the largest predicted signal. The agreement worsens as the oscillation grows: the difference reaches about 11 percent between 8 and 12 T and 30 percent between 12 and 18 T.

Frequencies fitted to simulated sweeps from 6 to 18 T, at the same temperature and quantum mobility, tested the conversion:

- Two valleys split by 1 meV, at the full density, gave 49.98 T.
- One valley, at half that density, gave 49.99 T.
- Two unsplit valleys with mass $0.30\,m_e$, at the full density, gave 49.97 T.
- Two valleys split by 15 meV gave 37.9 and 62.1 T, whose sum returns $4.84\times10^{12}$ cm$^{-2}$.

The last digits depend on how the frequency is extracted from so short a record: peak spacings and windowed Fourier transforms shift these values by up to about 0.2 T, while an unwindowed transform of the raw signal shifts the single frequencies by about 0.4 T and the members of the pair by up to 0.8 T. The second case shows directly that the frequency does not determine the number of valleys.

## A real delta layer

The example resembles a lightly doped phosphorus layer in Si(001). Dense phosphorus layers hold roughly $10^{14}$ electrons per cm², far more than this subband. The quantum mobility used here is too high for electrons moving among their own donors. A Born estimate of screened scattering by $1.2\times10^{13}$ donors per cm² in the plane gives roughly 100 to 400 cm²/Vs, depending on which electrons are counted in the screening. The disorder factor at 10 T then lies between about $e^{-31}$ and $4\times10^{-4}$, which leaves an oscillation below 0.1 percent at that field. At 18 T the upper mobility still allows about 2 percent of this subband's own density of states. At these mobilities $\hbar/\tau_q=\hbar e/(m\mu_q)$ is 15 to 61 meV, comparable with the Fermi energy, so the Born estimate and the Landau-level model give orders of magnitude only. The visibility found above belongs to the assumed mobility, not to such a layer. The valley splitting of such a sheet is uncertain. For donors in a single atomic plane at $1.1\times10^{13}$ cm$^{-2}$, rough estimates run from about 0.8 meV, with the bulk dielectric constant alone, to about 5 meV, scaled from the valley-orbit coupling of an isolated phosphorus donor. Above about 1.8 meV a zero of the beat falls inside the sweep and can bias the frequency. If the splitting is as large as in the 15 meV case above, the valleys give separate frequencies, and assigning $g_v=2$ to one resolved branch doubles its density wrongly.

Nor is the subband density the density of the layer: in a neutral donor sheet at this filling a second subband is occupied as well. The other four silicon valleys have their long axes in the plane. For them, the two mass terms in $H$ contain $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$. The oscillator frequency becomes $eB/\sqrt{m_lm_t}$, so the cyclotron mass is $0.418\,m_e$. If such a subband were filled to 10 meV, an illustrative value, its frequency would be

$$F_4=\frac{\sqrt{m_lm_t}\,(10\ \text{meV})}{\hbar e}=36.1\ \text{T}.$$

The number of states per level and branch is still $eB/h$. Two spins and four valleys give

$$n_4=8\,\frac{eF_4}{h}=6.99\times10^{12}\ \text{cm}^{-2}.$$

At this filling, and at any filling above about 6.9 meV, this subband would hold more electrons than the one measured, despite its lower frequency. Together they would hold $1.18\times10^{13}$ cm$^{-2}$. The illustrative value is somewhat high: a self-consistent effective-mass calculation for a sharp neutral sheet, with the first subband filled to 30.5 meV, fills this one to 9 meV without exchange and to as little as 5 meV with local exchange taken within each valley. The total is then 0.8 to $1.1\times10^{13}$ cm$^{-2}$. The extra subband lowers the 5 percent oscillation to about 0.9 percent of the total density of states. Its own 36 T series is comparable if the two quantum mobilities are equal. If the two scattering times are equal, it is about 2 percent of the 50 T series at 10 T and about 13 percent at 18 T. These ratios hold for $g^*=2$. The spin factor of the heavier subband, $\cos(0.418\pi)=0.25$, lies near a zero, so $g^*=2.2$ halves them and $g^*=2.4$ nearly removes this series. At the self-consistent fillings its frequency is 18 to 33 T rather than 36 T.

Alignment matters less. In a thin layer the orbits respond to the normal component $B\cos\theta$. If the total field is used by mistake, the apparent frequency is $F/\cos\theta$. A tilt of 10 degrees then overestimates the density by 1.5 percent.

## Numbers as computed

```
SdH frequency: 50.0 T
spins, valleys: 2, 2
e/h: 2.4180e+10 cm^-2 per T
density per spin-valley branch: 1.2090e+12 cm^-2
subband density: 4.8360e+12 cm^-2
subband density: 4.8360e+16 m^-2
density if one valley only: 2.4180e+12 cm^-2
density change per 1 T error: 9.672e+10 cm^-2
period in 1/B: 0.0200 1/T
Fermi wave number: 0.3898 1/nm
transverse, longitudinal mass: 0.19, 0.92 m_e
Fermi energy: 30.47 meV
field for filling check: 10.0 T
filled fourfold levels there: 5.00
Landau spacing there: 6.093 meV
Zeeman splitting there: 1.158 meV
Gaussian level width there: 2.431 meV
temperature: 4.2 K
thermal energy: 0.362 meV
quantum mobility: 1000 cm2/Vs
disorder factor at 10 T: 0.0432
thermal factor at 10 T: 0.8029
spin factor: 0.8271
valley factor at 10 T: 0.8700
field window: 6.0 to 18.0 T
frequency resolution 1/window: 9.00 T
small valley splitting: 1.0 meV
its frequency separation: 1.64 T
its highest beat node: 3.28 T
large valley splitting: 15.0 meV
its formula pair: 37.69, 62.31 T
its simulated pair: 37.90, 62.11 T
density from simulated pair: 4.837e+12 cm^-2
tilt angle: 10.0 degrees
density overestimate from tilt: 1.54 percent
four-valley filling energy: 10.0 meV
four-valley cyclotron mass: 0.4181 m_e
four-valley frequency: 36.11 T
four-valley density: 6.986e+12 cm^-2
sum of both subbands: 1.182e+13 cm^-2
lattice flux quanta: 24
states in lowest three levels: [24, 24, 24]
lattice/continuum gap: 0.9359
k-point count, two valleys: 4.8389e+12 cm^-2
k-point count, four valleys: 6.9886e+12 cm^-2
simulated F, two valleys: 49.98 T
simulated F, one valley, half density: 49.99 T
simulated F, mass 0.30 m_e: 49.97 T
signal formula deviation, 6-8 T: 1.91 percent
```
